**Level inversion and Wannier centres of an s-p chain**

The program treats a chain with orbital splitting $D=E_p-E_s$, hoppings $t_s$, $t_p$, $V_{sp}$ and $T=t_s+t_p$; `field` is the strength of an on-site s-p coupling that breaks inversion. It asserts that the band formula agrees with diagonalization of a real-space ring, and that the levels at $k=\pi/a$ are separated by $D-2T$. For random parameters with both signs of $D$ and $V_{sp}$, it asserts that the lower-band Wannier centre is on the bond for $|D|<2T$ and on the atom for $|D|>2T$. Explicit Wannier functions are asserted to lie in the occupied space, to be orthonormal to their translated copies and to have the stated centres. Along a half circle around the gap closing, the centre integral is compared with Bloch-state overlaps and with a projected position operator on the ring. The output shows the centre moving from 0 to 0.5 $a$ while the gap stays at 3 eV. For small circles of radius $r$ the centre approaches $\alpha/2\pi$, where $\alpha$ is the angle on the circle, and the coefficient of the $r\ln(1/r)$ correction agrees with its formula.

## Verification by program

```python
"""
s-p chain: the lower-band Wannier centre is on the atom for |D| > 2T and
on the bond for |D| < 2T, where D = E_p - E_s and T = t_s + t_p.
For D > 0 the second case means inverted levels at k = pi/a.
An on-site s-p coupling -field breaks inversion and permits a continuous path.
theta = k*a; energies in eV; positions in units of the lattice constant a.
Orbital energies are -D/2 (s) and +D/2 (p). The intra-atomic dipole is zero.
"""
import numpy as np
from scipy.integrate import quad

TS, TP, VSP = 1.0, 1.5, 1.2
T = TS + TP


def blocks(D, field=0.0, ts=TS, tp=TP, v=VSP):
    onsite = np.array([[-D / 2, -field], [-field, D / 2]])
    to_right = np.array([[-ts, v], [-v, tp]])  # <atom n|H|atom n+1>
    return onsite, to_right


def ring(n_atoms, *args):
    onsite, hop = blocks(*args)
    shift = np.roll(np.eye(n_atoms), 1, axis=1)
    return (np.kron(np.eye(n_atoms), onsite) + np.kron(shift, hop)
            + np.kron(shift.T, hop.T))


def bloch(theta, *args):
    onsite, hop = blocks(*args)
    phase = np.exp(1j * np.atleast_1d(theta))[:, None, None]
    return onsite + phase * hop + phase.conj() * hop.T


def bands_formula(theta, D, field=0.0, v=VSP):
    root = np.sqrt((D / 2 + T * np.cos(theta))**2
                   + (2 * v * np.sin(theta))**2 + field**2)
    tilt = (TP - TS) * np.cos(theta)
    return tilt - root, tilt + root


def fold(x):
    """Choose the representative of a centre in [-1/4, 3/4)."""
    return (x + 0.25) % 1.0 - 0.25


def centre_on_mesh(theta, *args):
    """Centre from overlaps of neighbouring states on a closed k mesh."""
    u = np.linalg.eigh(bloch(theta, *args))[1][:, :, 0]
    overlaps = np.sum(np.roll(u, -1, axis=0).conj() * u, axis=1)
    product = np.prod(overlaps / abs(overlaps))
    return fold(np.angle(product) / (2 * np.pi))


def centre_overlaps(n_k, *args):
    return centre_on_mesh(2 * np.pi * np.arange(n_k) / n_k, *args)


def centre_integral(D, field):
    def integrand(theta):
        x = D / 2 + T * np.cos(theta)
        y = 2 * VSP * np.sin(theta)
        r2 = x * x + y * y
        slope = 2 * VSP * (T + D / 2 * np.cos(theta)) / r2
        return (1 - field / np.sqrt(r2 + field**2)) * slope
    # The integrand is even in theta, hence twice the half-zone integral.
    value = quad(integrand, 0, np.pi, epsabs=1e-10, limit=300)[0]
    return fold(2 * value / (4 * np.pi))


def centre_ring(n_atoms, *args):
    """Centres from the periodic position operator in the filled space."""
    filled = np.linalg.eigh(ring(n_atoms, *args))[1][:, :n_atoms]
    position = np.repeat(np.arange(n_atoms), 2)
    operator = np.exp(2j * np.pi * position / n_atoms)
    small = filled.T @ (operator[:, None] * filled)
    angles = np.angle(np.linalg.eigvals(small))
    circle = np.exp(1j * n_atoms * angles)
    assert np.max(abs(circle - circle[0])) < 1e-6
    return fold(np.angle(np.mean(circle)) / (2 * np.pi))


print(f"t_s = {TS:.2f} eV, t_p = {TP:.2f} eV, V_sp = {VSP:.2f} eV")
print(f"Critical splitting 2(t_s+t_p) = {2*T:.2f} eV")

# Band formula against diagonalization of a real-space ring.
N = 80
theta_ring = 2 * np.pi * np.arange(N) / N
for D, field in [(8.0, 0.0), (2.0, 0.0), (4.0, 0.7)]:
    expected = np.sort(np.concatenate(bands_formula(theta_ring, D, field)))
    assert np.allclose(np.linalg.eigvalsh(ring(N, D, field)), expected,
                       atol=1e-10)

# Level order, gap, centre and explicit Wannier function in two cases.
theta_fine = 2 * np.pi * np.arange(4000) / 4000
for D, target in [(8.0, 0.0), (2.0, 0.5)]:
    print(f"Case splitting = {D:.2f} eV")
    H_ring = ring(N, D)
    for name, sign in [("0", 1), ("pi/a", -1)]:
        wave = sign ** np.arange(N) / np.sqrt(N)
        s_wave, p_wave = np.kron(wave, [1, 0]), np.kron(wave, [0, 1])
        e_s, e_p = s_wave @ H_ring @ s_wave, p_wave @ H_ring @ p_wave
        assert np.allclose(H_ring @ s_wave, e_s * s_wave)
        assert np.allclose(H_ring @ p_wave, e_p * p_wave)
        assert np.isclose(e_p - e_s, D + 2 * T * sign)
        print(f"  k = {name}: s level {e_s:.3f} eV, p level {e_p:.3f} eV")
    energies = np.linalg.eigvalsh(bloch(theta_fine, D))
    full_gap = energies[:, 1].min() - energies[:, 0].max()
    assert full_gap > 0
    centre = centre_ring(N, D)
    assert abs(centre - target) < 1e-6
    print(f"  full band gap {full_gap:.3f} eV, ring centre {abs(centre):.4f} a")

    angle = np.unwrap(np.arctan2(2 * VSP * np.sin(theta_ring),
                                 D / 2 + T * np.cos(theta_ring)))
    u = np.array([np.cos(angle / 2), 1j * np.sin(angle / 2)])
    u = u * np.exp(-1j * target * theta_ring)
    sites = np.arange(-N // 2, N // 2)
    wannier = (np.exp(1j * np.outer(sites, theta_ring)) @ u.T) / N
    assert np.max(abs(wannier.imag)) < 1e-10
    flat = wannier.real.reshape(-1)
    filled = np.linalg.eigh(H_ring)[1][:, :N]
    assert np.allclose(filled @ (filled.T @ flat), flat, atol=1e-9)
    copies = np.array([np.roll(flat, 2 * j) for j in range(N)])
    assert np.allclose(copies @ copies.T, np.eye(N), atol=1e-9)
    weight = np.sum(wannier.real**2, axis=1)
    assert abs(sites @ weight - target) < 1e-6
    for n in (-1, 0, 1, 2):
        c_s, c_p = wannier.real[N // 2 + n]
        print(f"  Wannier atom {n:2d}: s {c_s:+.4f}, p {c_p:+.4f}, "
              f"weight {weight[N//2+n]:.4f}")

# Without s-p coupling the inverted bands cross; coupling opens this point.
D = 2.0
theta_cross = np.arccos(-D / (2 * T))
uncoupled = np.linalg.eigvalsh(bloch(theta_cross, D, 0.0, TS, TP, 0.0))[0]
coupled = np.linalg.eigvalsh(bloch(theta_cross, D))[0]
assert abs(np.diff(uncoupled)[0]) < 1e-10
assert np.isclose(np.diff(coupled)[0], 4 * VSP * np.sin(theta_cross))
print(f"Uncoupled crossing for splitting {D:.2f} eV: "
      f"ka = {theta_cross:.4f} rad")
print(f"Direct gap there with V_sp: {np.diff(coupled)[0]:.3f} eV")

# Inversion criterion on random chains, both signs of D and V_sp.
rng = np.random.default_rng(4)
seen = set()
for _ in range(80):
    ts, tp, v = rng.uniform(0.4, 2.0, 3)
    v *= rng.choice([-1, 1])
    D = rng.uniform(-10, 10)
    if abs(abs(D) - 2 * (ts + tp)) < 0.2:
        continue  # the overlap grid need not resolve an almost closed gap
    on_bond = abs(D) < 2 * (ts + tp)
    centre = centre_overlaps(1000, D, 0.0, ts, tp, v)
    assert abs(centre - 0.5 * on_bond) < 1e-8
    seen.add((on_bond, D > 0))
assert len(seen) == 4

# Equal orbital energies and equal hoppings: an exact two-atom bond orbital.
bond = np.zeros(2 * N)
bond[:4] = [0.5, 0.5, 0.5, -0.5]
H_flat = ring(N, 0.0, 0.0, 1.0, 1.0, 1.0)
assert np.allclose(H_flat @ bond, -2 * bond)
assert np.ptp(np.linalg.eigvalsh(H_flat)[:N]) < 1e-10
print(f"Flat-band bond orbital energy for t = 1 eV: {bond@H_flat@bond:.3f} eV")

print("Sweep with inversion symmetry (field = 0):")
for D in (8.0, 6.0, 5.2, 4.8, 4.0, 2.0):
    centre = centre_overlaps(4000, D)
    gap = np.min(np.diff(np.linalg.eigvalsh(bloch(theta_fine, D)), axis=1))
    assert abs(centre - (0.5 if D < 2 * T else 0.0)) < 1e-8
    assert np.isclose(gap, abs(D - 2 * T))
    print(f"  splitting {D:.2f} eV: direct gap {gap:.3f} eV, "
          f"centre {abs(centre):.4f} a")
closed = np.diff(np.linalg.eigvalsh(bloch(np.pi, 2 * T))[0])[0]
assert abs(closed) < 1e-10
print(f"  splitting {2*T:.2f} eV: gap at pi/a {abs(closed):.3f} eV")

# A half circle around the closing point, with radius in eV.
radius = 1.5
print(f"Half circle, radius {radius:.2f} eV, inversion broken:")
track = []
for degrees in range(0, 181, 30):
    alpha = np.deg2rad(degrees)
    D = 2 * (T + radius * np.cos(alpha))
    field = radius * np.sin(alpha)
    energies = np.linalg.eigvalsh(bloch(theta_fine, D, field))
    gap = energies[:, 1].min() - energies[:, 0].max()
    centre = centre_integral(D, field)
    assert abs(centre - centre_overlaps(4000, D, field)) < 1e-5
    # The finite ring has an overlap discretization error of order 1/N^2.
    assert abs(centre - centre_ring(N, D, field)) < 2e-3
    assert np.isclose(gap, 2 * radius)
    track.append(centre)
    print(f"  alpha {degrees:3d} deg: splitting {D:.3f} eV, "
          f"field {abs(field):.3f} eV, gap {gap:.3f} eV, "
          f"centre {abs(centre):.4f} a")
assert np.all(np.diff(track) > 0)

# Small circles: the centre approaches alpha/(2*pi), with a leading
# correction proportional to r*log(1/r). The mesh is densest at theta = pi,
# where the state turns within a width of about r/(2*VSP).
alphas = np.deg2rad([30, 60, 90, 120, 150])
radii = [0.1, 0.01, 0.001, 0.0001]
shortfall = []
for r in radii:
    width = r / (2 * VSP)
    end = np.arcsinh(np.pi / width)
    mesh = np.pi + width * np.sinh(np.linspace(-end, end, 40000,
                                             endpoint=False))
    centres = np.array([centre_on_mesh(mesh, 2 * (T + r * np.cos(alpha)),
                                       r * np.sin(alpha))
                        for alpha in alphas])
    shortfall.append(alphas / (2 * np.pi) - centres)
    print(f"Radius {r:.4f} eV: largest deviation from alpha/(2 pi) = "
          f"{np.max(abs(shortfall[-1])):.6f} a")
errors = np.max(np.abs(shortfall), axis=1)
assert errors[2] < 1e-3
assert np.all(errors[1:] < 0.5 * errors[:-1])

# Dividing by r and subtracting two radii removes the term linear in r.
measured = ((shortfall[3] / radii[3] - shortfall[2] / radii[2])
            / np.log(radii[2] / radii[3]))
predicted = T * np.sin(alphas) / (16 * np.pi * VSP**2)
# Remaining terms are of relative order r*log(1/r) at the larger radius.
assert np.allclose(measured, predicted, rtol=0, atol=1e-3)
print(f"Coefficient of r ln(1/r) at 90 deg: measured {measured[2]:.5f}, "
      f"formula {predicted[2]:.5f} a/eV")

print("all assertions hold")
```

Printed output:

```
t_s = 1.00 eV, t_p = 1.50 eV, V_sp = 1.20 eV
Critical splitting 2(t_s+t_p) = 5.00 eV
Case splitting = 8.00 eV
  k = 0: s level -6.000 eV, p level 7.000 eV
  k = pi/a: s level -2.000 eV, p level 1.000 eV
  full band gap 3.000 eV, ring centre 0.0000 a
  Wannier atom -1: s +0.0083, p +0.1493, weight 0.0224
  Wannier atom  0: s +0.9746, p +0.0000, weight 0.9498
  Wannier atom  1: s +0.0083, p -0.1493, weight 0.0224
  Wannier atom  2: s +0.0079, p +0.0464, weight 0.0022
Case splitting = 2.00 eV
  k = 0: s level -3.000 eV, p level 4.000 eV
  k = pi/a: s level 1.000 eV, p level -2.000 eV
  full band gap 3.000 eV, ring centre 0.5000 a
  Wannier atom -1: s -0.0553, p -0.0445, weight 0.0050
  Wannier atom  0: s +0.5463, p +0.4431, weight 0.4947
  Wannier atom  1: s +0.5463, p -0.4431, weight 0.4947
  Wannier atom  2: s -0.0553, p +0.0445, weight 0.0050
Uncoupled crossing for splitting 2.00 eV: ka = 1.9823 rad
Direct gap there with V_sp: 4.399 eV
Flat-band bond orbital energy for t = 1 eV: -2.000 eV
Sweep with inversion symmetry (field = 0):
  splitting 8.00 eV: direct gap 3.000 eV, centre 0.0000 a
  splitting 6.00 eV: direct gap 1.000 eV, centre 0.0000 a
  splitting 5.20 eV: direct gap 0.200 eV, centre 0.0000 a
  splitting 4.80 eV: direct gap 0.200 eV, centre 0.5000 a
  splitting 4.00 eV: direct gap 1.000 eV, centre 0.5000 a
  splitting 2.00 eV: direct gap 3.000 eV, centre 0.5000 a
  splitting 5.00 eV: gap at pi/a 0.000 eV
Half circle, radius 1.50 eV, inversion broken:
  alpha   0 deg: splitting 8.000 eV, field 0.000 eV, gap 3.000 eV, centre 0.0000 a
  alpha  30 deg: splitting 7.598 eV, field 0.750 eV, gap 3.000 eV, centre 0.0332 a
  alpha  60 deg: splitting 6.500 eV, field 1.299 eV, gap 3.000 eV, centre 0.0723 a
  alpha  90 deg: splitting 5.000 eV, field 1.500 eV, gap 3.000 eV, centre 0.1251 a
  alpha 120 deg: splitting 3.500 eV, field 1.299 eV, gap 3.000 eV, centre 0.2045 a
  alpha 150 deg: splitting 2.402 eV, field 0.750 eV, gap 3.000 eV, centre 0.3287 a
  alpha 180 deg: splitting 2.000 eV, field 0.000 eV, gap 3.000 eV, centre 0.5000 a
Radius 0.1000 eV: largest deviation from alpha/(2 pi) = 0.017746 a
Radius 0.0100 eV: largest deviation from alpha/(2 pi) = 0.002570 a
Radius 0.0010 eV: largest deviation from alpha/(2 pi) = 0.000337 a
Radius 0.0001 eV: largest deviation from alpha/(2 pi) = 0.000042 a
Coefficient of r ln(1/r) at 90 deg: measured 0.03454, formula 0.03454 a/eV
all assertions hold
```
